# Phase-slip rate of an injection-locked spin-torque oscillator

**Question.** A spin-torque oscillator is locked to a microwave signal at the centre of its locking range. The range extends 10 MHz to either side. Without the signal, the oscillator has a Lorentzian line of full width 5 MHz, caused by white frequency noise, which makes its phase diffuse. How often does noise make the locked phase slip by a whole cycle, and how does that rate scale with the two widths?

**Answer.** The rate is a few thousand slips per second. It depends exponentially on the ratio of the widths, so the conversion of each width into a model parameter must come first.

## From the two widths to the model

Let $\phi$ be the oscillator phase minus the signal phase, shifted by a constant so that the locked state at the centre of the range is $\phi=0$. For weak injection, a fast-relaxing amplitude and a noiseless signal, it obeys the noisy Adler equation

$$\dot\phi=\Delta-\Omega\sin\phi+\xi(t),\qquad \langle\xi(t)\xi(t')\rangle=2D\,\delta(t-t').$$

Here $\Delta$ is the angular detuning, $\Omega$ the coupling strength and $D$ the phase diffusion constant.

Without noise, a locked state has $\dot\phi=0$, or $\sin\phi=\Delta/\Omega$. This has a solution when $|\Delta|\le\Omega$. The locking half-width in ordinary frequency is therefore $f_L=\Omega/2\pi$, and

$$\Omega=2\pi\times10\ \text{MHz}=6.28\times10^7\ \text{rad/s}.$$

Without the signal and at $\Delta=0$, the phase change over a time $t$ is the integral of $\xi$. It is Gaussian, with zero mean and variance $2D|t|$. Since a Gaussian variable $x$ of zero mean has $\langle e^{ix}\rangle=e^{-\langle x^2\rangle/2}$, the correlation function of the oscillation is $e^{-D|t|}$. Its spectrum about the carrier is

$$S(f)=\int_{-\infty}^{\infty}e^{-D|t|}e^{-2\pi i ft}\,dt=\frac{2D}{D^2+(2\pi f)^2}.$$

It falls to half its peak at $2\pi|f|=D$, so the full width is $w=D/\pi$. Thus

$$D=\pi\times5\ \text{MHz}=1.57\times10^7\ \text{rad}^2/\text{s},\qquad z\equiv\frac{\Omega}{D}=\frac{2f_L}{w}=4.$$

## The Kramers estimate

At zero detuning the deterministic force is $-U'(\phi)$, with $U=-\Omega\cos\phi$. The minima lie at multiples of $2\pi$ and the maxima halfway between them. The barrier is $U(\pi)-U(0)=2\Omega$, which is $2z=8$ in units of $D$. A slip is counted when the phase first reaches a neighbouring minimum, so that repeated crossings of one barrier top are not counted as several slips.

The probability density $P$ carries the flux

$$J=-U'P-D\frac{\partial P}{\partial\phi}=-D\,e^{-U/D}\frac{\partial}{\partial\phi}\left(e^{U/D}P\right).$$

Take a steady flux from the minimum at $0$ to an absorbing point at $2\pi$. Multiplying by $e^{U/D}$ and integrating gives

$$J\int_0^{2\pi}e^{U/D}\,d\phi=D\,e^{U(0)/D}P(0),$$

because $P(2\pi)=0$. For a high barrier, the integral comes mainly from the top, where $U\simeq\Omega-\Omega(\phi-\pi)^2/2$. It equals $e^{\Omega/D}\sqrt{2\pi D/\Omega}$.

In the well, $U\simeq-\Omega+\Omega\phi^2/2$, and the density is nearly $P(0)e^{-\Omega\phi^2/2D}$. The population is then $n=P(0)\sqrt{2\pi D/\Omega}$. The rate in one direction is

$$\frac Jn=\frac{D\,e^{-\Omega/D}}{e^{\Omega/D}\,(2\pi D/\Omega)}=\frac{\Omega}{2\pi}e^{-2\Omega/D}.$$

There are two equal exits. With $\Omega=2\pi f_L$ and $D=\pi w$, the total rate is

$$R_K=2f_L\,e^{-4f_L/w}.$$

For the given widths,

$$R_K=2\times10^7\ \text{s}^{-1}\times3.3546\times10^{-4}=6.7\times10^3\ \text{s}^{-1}.$$

This is about 7000 per second to one figure, half of it in each direction.

## How accurate is the estimate?

The same model has an exact mean slip time. Let $T(\phi)$ be the mean time to reach $\pm2\pi$ from $\phi$. During a short time $dt$ the phase has mean change $-U'dt$ and mean square change $2D\,dt$. Expanding $T(\phi)=dt+\langle T(\phi+d\phi)\rangle$ to first order in $dt$ gives

$$D\,T''-U'T'=-1,\qquad T(\pm2\pi)=0.$$

Multiplication by $e^{-U/D}/D$ turns the left side into a derivative:

$$\left(e^{-U/D}T'\right)'=-\frac1D e^{-U/D}.$$

By symmetry $T'(0)=0$. Integrating from $0$ to $y$, and then from $0$ to $2\pi$, gives

$$T(0)=\frac1D\int_0^{2\pi}dy\,e^{-z\cos y}G(y),\qquad G(y)=\int_0^y e^{z\cos x}\,dx.$$

The substitution $y\to2\pi-y$ leaves the exponential unchanged and replaces $G(y)$ by $G(2\pi)-G(y)$. Averaging the two forms replaces $G(y)$ by $G(2\pi)/2$. With $I_0(z)=(2\pi)^{-1}\int_0^{2\pi}e^{z\cos x}dx$, both remaining integrals equal $2\pi I_0(z)$, so

$$T(0)=\frac{2\pi^2I_0(z)^2}{D},\qquad R=\frac1{T(0)}=\frac{D}{2\pi^2I_0(z)^2}.$$

At $z=4$ this is $6.23\times10^3$ slips per second. The Kramers value is 7.7% above it.

The size of that excess can be understood from the large-$z$ form of $I_0$. Near its maximum $\cos x\simeq1-x^2/2+x^4/24$, so the integrand is $e^{z}e^{-zx^2/2}(1+zx^4/24)$. A Gaussian of variance $1/z$ has $\langle x^4\rangle=3/z^2$. Therefore

$$I_0(z)\simeq\frac{e^z}{\sqrt{2\pi z}}\left(1+\frac1{8z}\right),\qquad \frac{R_K}{R}\simeq1+\frac1{4z}.$$

The first correction is 6.25% at $z=4$; higher orders supply the rest.

The opposite limit shows where Kramers theory fails. As $z\to0$, $I_0\to1$ and the exact rate tends to $D/2\pi^2=w/2\pi$, the rate at which a freely diffusing phase first moves by one cycle. The Kramers formula instead tends to zero with $f_L$, because it assumes a barrier that no longer exists. Here the exact mean waiting time is 161 µs and the relaxation time $1/\Omega$ is 16 ns. Their ratio of about $10^4$ justifies treating slips as rare events.

## Scaling with the widths

Taking the logarithm of $R_K$ and differentiating gives

$$\frac{\partial\ln R_K}{\partial\ln w}=\frac{4f_L}{w}=8,\qquad
\frac{\partial\ln R_K}{\partial\ln f_L}=1-\frac{4f_L}{w}=-7.$$

The first derivative holds $f_L$ fixed and the second holds $w$ fixed. If both widths double, the exponent is unchanged and the rate merely doubles.

These local powers are large enough that a 10% change is no longer a small one. With $f_L$ fixed, a linewidth 10% lower gives $R_K=2.8\times10^3$ per second, and one 10% higher gives $1.39\times10^4$. If the 5 MHz were a half-width, the full width would be 10 MHz, the exponent would be 4, and the estimate would become $3.7\times10^5$ per second (the exact model rate is then $3.1\times10^5$; at $z=2$ the Kramers excess has grown to 20%). The error in the rate caused by uncertain inputs can thus easily exceed the 7.7% error of the Kramers approximation.

## What the slips do to the signal

At zero detuning each slip is equally likely to add or remove a cycle, and its sign is independent of the earlier ones. If $M$ slips have signs $s_i=\pm1$, the net count is $N=\sum_i s_i$. The cross terms in $N^2$ average to zero, so $\langle N^2\rangle=\langle M\rangle\simeq Rt$ for times much longer than the waiting time. After one second the rms cycle error is $\sqrt{6230}\simeq79$ cycles.

The unwrapped phase therefore diffuses with $\langle\phi^2\rangle\simeq(2\pi)^2Rt$. Setting this equal to $2D_{\rm lock}t$ gives

$$D_{\rm lock}=2\pi^2R=\frac{D}{I_0(z)^2}=1.23\times10^5\ \text{rad}^2/\text{s},$$

against $1.57\times10^7$ without the signal. This does not mean that the locked line has width $D_{\rm lock}/\pi$. A completed slip changes $\phi$ by $2\pi$ and leaves $e^{i\phi}$ as it was. It is a lasting error for a cycle counter, but only a brief disturbance of the emitted wave.

## A small detuning

For $|\Delta|<\Omega$, the potential is $U=-\Delta\phi-\Omega\cos\phi$. A minimum lies at $\phi_0=\arcsin(\Delta/\Omega)$, and the next maximum at $\pi-\phi_0$. The magnitude of the curvature at both is $\Omega\cos\phi_0=\sqrt{\Omega^2-\Delta^2}$. The forward barrier is

$$B_+=2\Omega\cos\phi_0-\Delta(\pi-2\phi_0)
=2\sqrt{\Omega^2-\Delta^2}+2\Delta\arcsin\frac\Delta\Omega-\pi\Delta.$$

The backward barrier $B_-$ has $+\pi\Delta$ as its last term. Adding the two Kramers rates gives

$$R_K(\Delta)=\frac{\sqrt{\Omega^2-\Delta^2}}{\pi}
\exp\left[-\frac{B_++B_-}{2D}\right]\cosh\frac{\pi\Delta}{D}.$$

For small $\Delta/\Omega$, the mean barrier is $2\Omega+\Delta^2/\Omega$. An offset of 1 MHz has $\pi\Delta/D=2\pi/5=1.26$ and $\Delta^2/(\Omega D)=0.04$. The hyperbolic cosine multiplies the rate by 1.90, the higher mean barrier by 0.96 and the prefactor by 0.995. The product is 1.82, so the estimate rises to $1.22\times10^4$ per second. One slip direction gains more than the other loses.

The backward equation with the term $\Delta T'$ added, solved by finite differences between the two neighbouring minima, gives $1.13\times10^4$ per second. This is 1.81 times the exact rate at zero detuning, so the Kramers formula describes the relative change well here.

If the offset wanders slowly compared with $1/\Omega$, the rate must be averaged over it. For a Gaussian wander of 1 MHz rms about zero, numerical averaging of the first-passage rate gives $1.22\times10^4$ per second, a factor of 1.96. This comparison keeps the white-noise width at 5 MHz, so the observed free line would be broader than 5 MHz.

## A finite amplitude relaxation rate

In a strongly nonlinear oscillator, the signal and the noise act on the phase mainly through the amplitude, which shifts the frequency. The model below keeps only this channel, which is the limit of very large nonlinearity; when the direct action on the phase is kept as well, the factor found below changes and the two slip directions need no longer be equal at nominal zero detuning. Let $u=\dot\phi$ and let $\gamma$ be the rate at which the frequency shift relaxes. At zero detuning,

$$\dot\phi=u,\qquad \dot u=-\gamma u-\gamma\Omega\sin\phi+\gamma\xi.$$

The Adler equation returns when $\gamma\gg\Omega$ and $\gamma\gg D$; the second condition is also what keeps the free line a Lorentzian of width $D/\pi$. The stationary density is proportional to $\exp[-u^2/(2\gamma D)+(\Omega/D)\cos\phi]$, so the barrier exponent is still $2\Omega/D$. The prefactor changes.

Near the top put $x=\phi-\pi$, so that $\dot u=-\gamma u+\gamma\Omega x+\gamma\xi$. The combination $\eta=u+(\lambda+\gamma)x$ obeys

$$\dot\eta=\lambda\eta+\gamma\xi,\qquad \lambda(\lambda+\gamma)=\gamma\Omega,$$

where $\lambda$ is the positive root. Let $p(\eta)$ be the probability of ending on the right. It satisfies $\gamma^2Dp''+\lambda\eta p'=0$, so $p'$ is a normalized Gaussian of variance $\gamma^2D/\lambda$.

The steady flux is carried by trajectories that came from the left. Reversing time changes the sign of $u$, so at $x=0$ their fraction is $1-p(-u)=p(u)$. Let $\rho_b$ be the stationary phase density at the top, with the well population set to one, and $g(u)$ the Gaussian velocity density of variance $\gamma D$. Since $ug=-\gamma D\,g'$, integration by parts gives

$$J=\rho_b\int u\,g\,p\,du=\rho_b\gamma D\int g\,p'\,du
=\frac{\rho_b\gamma D}{\sqrt{2\pi\gamma D(1+\gamma/\lambda)}}.$$

The last integral is the value at zero of a Gaussian whose variance is the sum of the two variances. From the equation for $\lambda$, $1+\gamma/\lambda=\gamma\Omega/\lambda^2$. Hence $J=\rho_b\lambda\sqrt{D/2\pi\Omega}$. Inserting $\rho_b=\sqrt{\Omega/2\pi D}\,e^{-2\Omega/D}$ gives

$$J=\frac{\lambda}{2\pi}e^{-2\Omega/D},\qquad
\lambda=-\frac\gamma2+\sqrt{\frac{\gamma^2}{4}+\gamma\Omega}.$$

Relative to the Adler result, the rate is multiplied by $\lambda/\Omega$. The derivation takes the population in the well to be in equilibrium, which fails when $\gamma$ is too small. For $\gamma/2\pi=100$ MHz, $\gamma/\Omega=10$ and the factor is $5(\sqrt{1.4}-1)=0.92$. Numerical diagonalization of the Fokker–Planck operator in phase and velocity gives 0.93 relative to the exact Adler rate, or $5.8\times10^3$ slips per second. Here $D$ and $\Omega$ are held fixed. The correction is small only because $\gamma$ was taken large: for $\gamma=\Omega$ the factor is $(\sqrt5-1)/2=0.62$, and near $\gamma=0.1\,\Omega$ slips by more than one cycle begin to matter.

## Beside a real device

The two widths, the relaxation rate of 100 MHz and a carrier of 5 GHz are round illustrative values, not data for a particular device. The 10 MHz is the locking half-width without noise. In a measurement at this noise level the edge of the range is blurred, because slips become frequent well before $|\Delta|$ reaches $\Omega$. The rapidly rotating terms dropped from the Adler equation need not be small themselves, but they nearly average out over a carrier period. Their remaining effect on the phase motion is of relative order $f_L/(5\ \text{GHz})=0.2\%$.

The assumption most open to doubt is that the whole linewidth comes from white noise. Slow frequency noise can also broaden a measured line. If it supplies part of the 5 MHz, the white part is smaller and $D$ has been overestimated. This lowers the slip rate, while the accompanying wander raises it. For a slow Gaussian wander at a fixed observed width of 5 MHz the first effect wins: 1 MHz rms leaves a white part of 3.8 MHz and a rate of $1.7\times10^3$ per second, and 1.5 MHz rms leaves 2.4 MHz and about $2\times10^2$ per second. The two contributions therefore need separate measurement.

Temperature matters as well. Suppose the 5 MHz applies at 300 K, $D$ is proportional to temperature and $\Omega$ stays fixed. At 85 °C, or 358 K, the free linewidth is then 5.97 MHz and the exact model rate is $2.24\times10^4$ per second, 3.6 times its value at 300 K. A real device may also change its coupling and its operating point with temperature.

For the stated widths and zero detuning, the result is thus $R_K\simeq6.7\times10^3\ \text{s}^{-1}$ by Kramers theory and $6.2\times10^3\ \text{s}^{-1}$ for the Adler model itself. For a device, even the order of magnitude depends on how much of the measured linewidth comes from white noise.
